# Paraxial Talbot recurrence and the half-period image shift

## The image at a distance from a periodic mask

A wafer exposed through a line mask across an air gap $z$ receives the mask's geometrical shadow only if the gap is small enough. Diffraction spreads the shadow of an edge over a width of order $\sqrt{\lambda z}$. With a wavelength of 365 nm and a gap of 43.84 µm this width is 4.0 µm. For lines of 4 µm pitch, the shadow argument therefore predicts that neighbouring edges blur into each other and no useful image is left. In fact, with well-collimated light of narrow bandwidth, a good image of the mask forms at this gap, but its bright lines lie where the mask is opaque. A layer aligned without knowledge of the shift would be misplaced by half a period, the worst possible error for a periodic pattern.

### Assumptions and the exact field

The mask is periodic along $x$ with pitch $p$, unbounded, and uniform along $y$. Monochromatic light falls on it at normal incidence. The field is scalar, with time factor $e^{-i\omega t}$, and $\lambda$ is the wavelength in the medium that fills the gap, with $k=2\pi/\lambda$. Just behind the mask the field is a Fourier series,

$$
u_0(x)=\sum_n c_n e^{iq_nx},\qquad q_n=\frac{2\pi n}{p}. \tag{1}
$$

Each term is a diffraction order. Behind the mask the field $U$ obeys $(\partial_x^2+\partial_z^2+k^2)U=0$. Inserting $e^{iq_nx+ik_{z,n}z}$ gives $-q_n^2-k_{z,n}^2+k^2=0$, so for waves that leave the mask

$$
U(x,z)=\sum_n c_n e^{iq_nx+ik_{z,n}z},\qquad
k_{z,n}=\sqrt{k^2-q_n^2}. \tag{2}
$$

If $|q_n|>k$, that is $|n|>p/\lambda$, the root is taken as $+i\sqrt{q_n^2-k^2}$ and the order decays away from the mask. The other orders keep their magnitudes and change only in phase. The image changes with distance because these phases advance at different rates.

The sum (2) was tested against a direct diffraction integral for the mask of the worked example below, at the half-distance plane. The integral used a mask 150 periods wide, with its transmission tapered beyond 40 periods from the centre. At 21 points across the central period the largest difference was $5.9\times10^{-4}$ of the incident amplitude.

### The paraxial phase

Write $U=e^{ikz}u$, which separates the rapid carrier from the envelope $u$. Two derivatives along $z$ give

$$
\partial_z^2U=e^{ikz}\left(\partial_z^2u+2ik\,\partial_zu-k^2u\right).
$$

The terms in $k^2u$ cancel in the wave equation, leaving $\partial_z^2u+2ik\,\partial_zu+\partial_x^2u=0$. If the envelope changes little over one wavelength, $\partial_z^2u$ can be dropped beside $2ik\,\partial_zu$. Dividing by $2ik$ and using $-1/(2ik)=i/(2k)$ gives the paraxial equation

$$
\partial_zu=\frac{i}{2k}\,\partial_x^2u. \tag{3}
$$

On order $n$, $\partial_x^2$ acts as $-q_n^2$. The order therefore acquires the factor $e^{-iq_n^2z/(2k)}$. Its phase is

$$
\frac{q_n^2z}{2k}=\frac{4\pi^2n^2}{p^2}\,\frac{\lambda}{4\pi}\,z
=\frac{\pi\lambda n^2z}{p^2},
$$

and the envelope is

$$
u(x,z)=\sum_n c_n e^{iq_nx}\exp\!\left(-\frac{i\pi\lambda n^2z}{p^2}\right). \tag{4}
$$

The same factor follows from (2) by the expansion $k_{z,n}\simeq k-q_n^2/(2k)$. The minus sign means that an inclined order falls behind order 0 in phase along $z$. The lag grows as $n^2$, and since $n$ is an integer, all the lags can become whole cycles at one distance.

### Recurrence and the half-period shift

Choose

$$
z_T=\frac{2p^2}{\lambda}. \tag{5}
$$

The phase in (4) is then $2\pi n^2$. Because $n^2$ is an integer, every factor equals 1 and

$$
u(x,z_T)=u_0(x). \tag{6}
$$

The physical field is $U(x,z_T)=e^{ikz_T}u_0(x)$. It recurs up to a phase common to all $x$, which leaves the intensity unchanged.

At half this distance the factor is $e^{-i\pi n^2}=(-1)^{n^2}$. Now $n^2-n=n(n-1)$ is a product of two neighbouring integers, hence even, so $(-1)^{n^2}=(-1)^n=e^{-i\pi n}$. This is a factor linear in $n$, and a linear phase is a translation:

$$
u(x,z_T/2)=\sum_nc_ne^{iq_nx}e^{-i\pi n}
=\sum_nc_ne^{iq_n(x-p/2)}=u_0(x-p/2), \tag{7}
$$

since $q_np/2=\pi n$. The direction of the shift does not matter, because $+p/2$ and $-p/2$ differ by one period. No symmetry of the mask was used, and its transmission may be complex.

The name Talbot length is used both for $2p^2/\lambda$ and for $p^2/\lambda$. A gap taken from the second meaning gives the shifted image, so the formula should accompany the name.

**Shortest distance.** Suppose $c_0$ and $c_1$ are both nonzero, and require $u(x,z)=e^{i\alpha}u_0(x)$ with some constant $\alpha$. Order 0 has no phase lag in (4), which forces $e^{i\alpha}=1$. Order 1 then requires $\pi\lambda z/p^2=2\pi m$ with integer $m$, or $z=mz_T$. The first recurrence is therefore at $z_T$. The argument is the same with order $-1$ in place of order 1.

Without order 0 the conclusion can fail. A mask that sends out orders $+1$ and $-1$ alone gives both the same lag at every distance, so its intensity does not change with $z$.

**Test on the differential equation.** Equation (3) was also solved without diffraction orders, by finite differences on 512 points per period with $\lambda/p=0.1$. The mask field was $\exp(0.5\cos\theta+0.3i\sin\theta+0.4i\sin2\theta)$ with $\theta=2\pi x/p$, whose modulus lies between 0.61 and 1.65. At $z_T$ the largest deviation from the initial field was $1.2\times10^{-6}$. At $z_T/2$ the deviation from the shifted field was $6.0\times10^{-7}$, and from the unshifted field 1.04. The overlap with the initial field, which equals 1 at a recurrence, did not exceed 0.924 at any of 181 distances between $0.05z_T$ and $0.95z_T$.

### A second case: the quarter distance

At $z_T/4$ the factor in (4) is $e^{-i\pi n^2/2}$. For even $n$, $n^2$ is a multiple of 4 and the factor is 1. For odd $n$, $n^2$ exceeds a multiple of 4 by 1, and the factor is $-i$. Two copies of the mask field, $a\,u_0(x)+b\,u_0(x-p/2)$, multiply even orders by $a+b$ and odd orders by $a-b$. Solving $a+b=1$ and $a-b=-i$ gives

$$
u(x,z_T/4)=\frac{1-i}{2}\,u_0(x)+\frac{1+i}{2}\,u_0(x-p/2). \tag{8}
$$

Each coefficient has squared modulus $1/2$. If each period has a single fully transmitting opening of width $p/2$ and is opaque elsewhere, the two copies do not overlap but together cover the whole period. The intensity is then one half of the incident intensity everywhere, and the line image has vanished. In this approximation, a displacement of $z_T/4$ from the half-distance plane turns a perfect image into uniform exposure. With the exact field (2) and the mask of the worked example below, the intensity at $z_T/4$ is not uniform but varies between about 0.2 and 0.8.

### What the paraxial limit means

Equations (6) and (7) hold for the paraxial envelope. To see how well they describe the field (2), put $s=n\lambda/p$, so that $k_{z,n}=k\sqrt{1-s^2}$ for a propagating order. Its expansion is

$$
\sqrt{1-s^2}=1-\frac{s^2}{2}-\frac{s^4}{8}-\frac{s^6}{16}-\cdots
$$

The first two terms give the carrier and the paraxial lag. The remainder is an additional lag $\phi_n$. At $z_T$, where $kz_T=4\pi p^2/\lambda^2$,

$$
\phi_n=\frac{4\pi p^2}{\lambda^2}\left(1-\frac{s^2}{2}-\sqrt{1-s^2}\right)
=\frac{\pi n^4\lambda^2}{2p^2}\left(1+\frac{s^2}{2}+\cdots\right). \tag{9}
$$

The prefactor follows from $4\pi(p^2/\lambda^2)(n^4\lambda^4/p^4)/8$. Small diffraction angles are thus not sufficient. The accumulated phase must also be small, which requires $|n|\ll\sqrt{p/\lambda}$, a much stricter condition than $|n|\ll p/\lambda$.

For each fixed $n$, $\phi_n\to0$ as $\lambda/p\to0$, but the approach is not uniform in $n$. Convergence of the whole image therefore needs an argument. Let $t_n=e^{i(k_{z,n}-k)z_T}$ be the factor that order $n$ really acquires. Since $|t_n|\le1$, we have $|t_n-1|^2\le4$. By Parseval's theorem the squared field error, averaged over a period, is

$$
E^2=\sum_n|c_n|^2|t_n-1|^2
\le\sum_{|n|\le N}|c_n|^2|t_n-1|^2+4\sum_{|n|>N}|c_n|^2. \tag{10}
$$

Keep the mask profile fixed as a function of $x/p$, so that the $c_n$ do not change. If its power per period is finite, $N$ can be chosen to make the last sum as small as desired. With this $N$ held fixed, $\lambda/p$ is then reduced. All orders up to $N$ propagate, their $t_n=e^{-i\phi_n}$ tend to 1, and the first sum vanishes. Hence $E\to0$. At the half distance the reference factor is $(-1)^n$ and the extra lag is $\phi_n/2$, so the same proof applies. The statement concerns the mean-square error and does not promise that the field converges at a sharp edge.

The rate depends on the mask. For one with half of each period open, centred on $x=0$,

$$
c_n=\frac1p\int_{-p/4}^{p/4}e^{-iq_nx}\,dx=\frac{\sin(\pi n/2)}{\pi n},\qquad c_0=\frac12, \tag{11}
$$

so the power in odd orders falls only as $1/n^2$. Equation (9) spoils orders beyond $n_*\sim\sqrt{p/\lambda}$. Their total power scales as $1/n_*$, and the rms error as $n_*^{-1/2}\sim(\lambda/p)^{1/4}$. This is a scaling estimate.

The error computed from (2), relative to the rms mask field, is 0.356, 0.217, 0.124 and 0.072 for $p/\lambda=10$, 100, 1000 and 10000. The last tenfold step reduces it by a factor of 1.7, close to the estimated $10^{1/4}\simeq1.8$. The limit is real but slow for sharp edges.

### Three orders without the paraxial approximation

If the mask field contains orders 0, $+1$ and $-1$ alone, the recurrence survives at finite angles. Both side orders have the same $k_{z,1}$, so it suffices that they lag by one cycle, $(k-k_{z,1})z_3=2\pi$. With $s_1=\lambda/p<1$,

$$
z_3=\frac{\lambda}{1-\sqrt{1-s_1^2}}
=\frac{\lambda\left(1+\sqrt{1-s_1^2}\right)}{s_1^2}. \tag{12}
$$

The second form results from multiplying numerator and denominator by $1+\sqrt{1-s_1^2}$. Expanding the root gives

$$
z_3=\frac{p^2}{\lambda}\left(2-\frac{\lambda^2}{2p^2}-\cdots\right)
=z_T-\frac{\lambda}{2}-\cdots. \tag{13}
$$

At $z_3/2$ the side orders have changed sign relative to order 0, which is again a shift by $p/2$. This exact recurrence does not extend to masks in general: with further orders, the exact lags need not be whole cycles at a common distance, and the image degrades as (9) describes.

### Tilted illumination

Let the incident wave make a small angle $\theta$ with the normal, and put $\kappa=k\sin\theta$. Every $q_n$ in the field becomes $q_n+\kappa$. The paraxial phase expands as

$$
-\frac{(q_n+\kappa)^2z}{2k}
=-\frac{q_n^2z}{2k}-q_n\frac{\kappa z}{k}-\frac{\kappa^2z}{2k}.
$$

The last term is common to all orders. The middle one replaces $x$ by $x-\kappa z/k$. The image therefore moves sideways by

$$
\Delta x=z\sin\theta\simeq z\tan\theta. \tag{14}
$$

A source that fills a range of angles, with no coherence between them, produces a sum of displaced intensities. It blurs the lines more as the gap grows.

### Worked example: proximity exposure at 365 nm

Take $\lambda=0.365$ µm, $p=4.0$ µm and openings of 2.0 µm. The mask is thin, transmitting fully in the openings and not at all elsewhere. Then

$$
z_T=\frac{2(4.0)^2}{0.365}\ \text{µm}=87.67\ \text{µm},\qquad
\frac{z_T}{2}=43.84\ \text{µm}.
$$

The wafer at 43.84 µm receives an image shifted by 2.0 µm. In the paraxial ideal all the power lies in the shifted openings.

For $n=1$ the leading term of (9) is $\pi(0.09125)^2/2=0.0131$ rad. For $n=3$ it is 81 times larger, 1.06 rad, and the unexpanded expression gives 1.10 rad. Half of each applies at the wafer. The first orders are thus accurately phased, whereas the third orders, which sharpen the edges, are off by about 0.55 rad. For orders 0 and $\pm1$ alone, a numerical search finds recurrence at 87.488 µm, against 87.489 µm from $z_T-\lambda/2$.

Propagation with (2) puts 0.958 of the power at the wafer plane into the shifted openings. Power here means the integral of $|U|^2$; the flux along $z$ gives 0.960. At the centre of a bright line the intensity is 1.02 times the incident value, and at the centre of a dark line 0.08. The shifted image is clear but imperfect even with ideal illumination.

Now give the source a uniform spectrum of full width 5 nm and, separately, a uniform range of angles within $\pm0.5^\circ$ in the $xz$ plane. The fractions at the same gap are:

- bandwidth alone, 0.951;
- source angles alone, 0.908;
- both together, 0.908.

By (14), the largest angle moves the image by 0.3825 µm. The shift found from the fundamental of the computed intensity is 0.3842 µm. The small excess follows from (2). For this mask the nonzero even orders vanish, so the fundamental comes from order 0 interfering with orders $\pm1$. Its phase gives, with $G=2\pi/p$,

$$
\Delta x=\frac{z}{2G}\left[k_z(\kappa-G)-k_z(\kappa+G)\right]
\simeq\frac{\kappa z}{k_{z,1}}=\frac{z\sin\theta}{\sqrt{1-s_1^2}},
$$

where $k_z(q)=\sqrt{k^2-q^2}$ and the approximation is first order in $\kappa$. Dividing 0.3825 µm by 0.9958 gives 0.384 µm.

One result runs against the simple picture of blur. With bandwidth and angles together, the bright centre rises to 1.06 and the dark centre falls to 0.035, although less power reaches the shifted openings. In this example, averaging over the source angles therefore improves the contrast between line centres while it moves power across the edges. Bandwidth alone lowers that contrast.

The gap must also be controlled. With ideal illumination, an increase of $\delta=2.0$ µm lowers the fraction from 0.958 to 0.875. The added lag is $\pi\lambda n^2\delta/p^2$, or 0.14 rad for order 1 and 1.29 rad for order 3. It has the same sign as the nonparaxial lag, so the two errors add; a decrease of 2.0 µm gives 0.961. The fraction is not monotonic in the gap, however: a decrease of 1.0 µm gives 0.940.

### Comparison with a real exposure

These parameters resemble proximity printing in a mask aligner with the mercury i-line; the wavelength, bandwidth and source angle are rough values. A half-angle of $0.5^\circ$ represents well-collimated light. Doubling it would double the largest image displacement to about 0.77 µm, a substantial part of a 2 µm line. With the 5 nm bandwidth the fraction in the shifted openings falls to 0.81 at $\pm1^\circ$ and to 0.62 at $\pm2^\circ$. Near $\pm2.6^\circ$, where the largest displacement reaches $p/2$, it is 0.50 and the line image has vanished, so the image requires a half-angle well below $p/(2z)$. At $\pm0.5^\circ$ and 5 nm, the 2 µm increase of the gap costs more power in the intended lines than the illumination does; at $\pm1^\circ$ the source angles cost more.

Other departures can be sized for the same numbers:

- **Resist depth.** In 1.0 µm of resist with a rough index of 1.7, order 1 lags by a further 0.04 rad and order 3 by 0.38 rad. The fundamental of the image intensity therefore hardly changes with depth, whereas the finer structure, including the brightness at the line centres, changes more.
- **Polarization.** For an electric field in the $xz$ plane, the field directions of orders 0 and $n$ differ by the diffraction angle. Their interference is multiplied by its cosine, 0.996 for order 1 and 0.962 for order 3.
- **Mask border.** Across the gap, order 1 moves sideways by 4.02 µm and order 3 by 12.48 µm. Within about three periods of the border the image lacks part of its third-order light. Higher orders move further sideways, and diffraction at the border itself fades slowly, so weaker disturbances extend deeper into the pattern.
- **Reflection.** The air-resist surface reflects 0.067 of the intensity at normal incidence. The mask-resist round trip is 87.7 µm, longer than the estimated coherence length $\lambda^2/\Delta\lambda\simeq27$ µm, so interference with the returning light should be weak.

The thin-mask assumption was not tested. The wavelength is 0.18 of the opening, so electromagnetic effects near the metal edges may alter the $c_n$ appreciably; their size was not computed. Such effects do not change (6) or (7), which accept any periodic $u_0$, but they change the pattern that is reproduced. Substrate standing waves were also omitted, on the assumption of an antireflective layer under the resist.

## Values computed for the example and the checks

```
grid test: recurrence error at z_T = 1.2e-06
grid test: error at z_T/2 against shifted mask = 6.0e-07
grid test: error at z_T/2 against unshifted mask = 1.042
grid test: largest overlap, 0.05 to 0.95 z_T = 0.9238
diffraction integral against order sum, error = 5.9e-04
sharp mask, p/wavelength = 10: rms error at z_T = 0.356
sharp mask, p/wavelength = 100: rms error at z_T = 0.217
sharp mask, p/wavelength = 1000: rms error at z_T = 0.124
sharp mask, p/wavelength = 10000: rms error at z_T = 0.072
wavelength = 365 nm
pitch = 4.0 um, opening = 2.0 um
wavelength/pitch = 0.09125
recurrence distance z_T = 87.67 um
half distance = 43.84 um, image shift = 2.0 um
order 1: neglected phase at z_T, leading = 0.0131 rad
order 1: neglected phase at z_T, exact = 0.0131 rad
order 3: neglected phase at z_T, leading = 1.0594 rad
order 3: neglected phase at z_T, exact = 1.1011 rad
orders 0,+-1: recurrence found at 87.488 um
orders 0,+-1: z_T - wavelength/2 = 87.489 um
source bandwidth = 5 nm (full width)
collimation half-angle = 0.5 degree
gap error = 2.0 um
power fraction in shifted openings (paraxial ideal: all of it):
  exact propagation = 0.958
  with bandwidth = 0.952
  with source angles = 0.908
  with bandwidth and angles = 0.908
  exact, with gap error = 0.875
exact: bright centre = 1.023, dark centre = 0.083 (incident=1)
bandwidth+angles: bright centre = 1.056, dark centre = 0.035 (incident=1)
tilt shift at half-angle: measured = 0.3842 um
tilt shift at half-angle: gap*tan = 0.3825 um
resist: index = 1.7, thickness = 1.0 um
order 1: dephasing through resist = 0.042 rad
order 1: in-plane polarization overlap with order 0 = 0.9958
order 1: sideways walk across gap = 4.02 um
order 3: dephasing through resist = 0.382 rad
order 3: in-plane polarization overlap with order 0 = 0.9618
order 3: sideways walk across gap = 12.48 um
air-resist reflectance, normal incidence = 0.067
coherence length wavelength^2/bandwidth = 26.6 um
mask-resist round trip = 87.7 um
wavelength/opening = 0.182
```
